**Exact transmission through a tilted barrier and its WKB prefactor**

For an abrupt entrance to the barrier $V_0-Fx$, the program tests $T\simeq P e^{-2\zeta}(1-a/\zeta)$, with $P=4\rho/(1+\rho^2)$, $a=(5-7\rho^2)/[36(1+\rho^2)]$ and $\rho=\sqrt{m_e\varphi/(m_bE)}$. Here $E$ is the electron energy, $\varphi=V_0-E$, $m_e$ and $m_b$ are the emitter and barrier masses, $F$ is the force, and $\zeta$ is the WKB action of the forbidden region. The program asserts that the Airy formulas for an endless ramp and for a finite film agree with direct integration of the Schrödinger equation. Further assertions cover the order of the expansion's remainder, the $\sqrt E$ threshold law, the slope and intercept of $\ln T$ against $1/F$, and the energy at which $P=1$. For the finite film it asserts the collector factor $G$, its oscillating and direct-tunnelling limits, and its unit phase average. In the main example the exact transmission is 1.37 times the bare exponential, while $P=1.352$. Smoothing the entrance over 16 bohr brings the ratio of transmission to exponential from near 2 down to 1.03 in the case tested.

## Verification by program

```python
"""Transmission through a linearly tilted barrier, Hartree atomic units.

Result under test: an electron (energy E, mass m_e) meets at x = 0 the abrupt
barrier V0 - F x (mass m_b).  With phi = V0 - E, alpha = (2 m_b F)^(1/3),
z0 = alpha phi / F, gamma = alpha m_e / (m_b k), zeta = (2/3) z0^(3/2):
  T_ramp = 4 / (2 + pi (Ai^2+Bi^2)/gamma + pi gamma (Ai'^2+Bi'^2))  at z0
         ~ P exp(-2 zeta) (1 - a/zeta),   P = 4 rho / (1 + rho^2),
  rho = sqrt(m_e phi / (m_b E)),  a = (5 - 7 rho^2) / (36 (1 + rho^2)).
A flat collector (mass m_c) behind a film of thickness d multiplies T_ramp by
  G = 1 / (pi (gamma_c Ai'(zd)^2 + Ai(zd)^2 / gamma_c)).
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import airy, expit

V0, E0, F0 = 0.12, 0.01, 0.002
ME, MB, MC = 0.3, 0.5, 0.3


def barrier_numbers(E, F):
    """Return z0, gamma, zeta, rho for the example masses and height."""
    phi = V0 - E
    alpha = (2 * MB * F) ** (1 / 3)
    z0 = alpha * phi / F
    gamma = alpha * ME / (MB * np.sqrt(2 * ME * E))
    return z0, gamma, 2 / 3 * z0 ** 1.5, np.sqrt(ME * phi / (MB * E))


def ramp_exact(E, F):
    z0, gamma, _, _ = barrier_numbers(E, F)
    ai, aip, bi, bip = airy(z0)
    return 4 / (2 + np.pi * (ai**2 + bi**2) / gamma
                + np.pi * gamma * (aip**2 + bip**2))


def prefactor(rho):
    return 4 * rho / (1 + rho**2)


def first_coefficient(rho):
    return (5 - 7 * rho**2) / (36 * (1 + rho**2))


def film_exact(z0, gamma, zd, gamma_c):
    """Exact film transmission from value-and-slope propagation."""
    a0, a0p, b0, b0p = airy(z0)
    ad, adp, bd, bdp = airy(zd)
    m11 = np.pi * (a0 * bdp - b0 * adp)
    m12 = np.pi * (b0 * ad - a0 * bd)
    m21 = np.pi * (a0p * bdp - b0p * adp)
    m22 = np.pi * (b0p * ad - a0p * bd)
    denominator = ((m11 + gamma * m22 / gamma_c) ** 2
                   + (gamma * m21 - m12 / gamma_c) ** 2)
    return 4 * gamma / gamma_c / denominator


def collector_numbers(E, F, d):
    """Return zd, gamma_c, k_c with the collector bottom at -F d."""
    alpha = (2 * MB * F) ** (1 / 3)
    kc = np.sqrt(2 * MC * (E + F * d))
    return alpha * ((V0 - E) / F - d), alpha * MC / (MB * kc), kc


def collector_factor(zd, gamma_c):
    ai, aip, _, _ = airy(zd)
    return 1 / (np.pi * (gamma_c * aip**2 + ai**2 / gamma_c))


def integrate_transmission(potential, E, x_right, log_slope, x_left, m_left):
    """Transmission by direct integration, starting from an outgoing wave."""
    def rhs(x, y):
        return np.array([y[1], 2 * MB * (potential(x) - E) * y[0]])
    start = np.array([1.0, log_slope], dtype=complex)
    sol = solve_ivp(rhs, (x_right, x_left), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    k = np.sqrt(2 * m_left * E)
    incident = 0.5 * (psi + slope * m_left / (1j * k * MB))
    return (log_slope.imag / MB) / (k / m_left * abs(incident) ** 2)


def outgoing_ramp(E, F, s):
    """Far point on the ramp and the semiclassical outgoing log slope."""
    distance = s / (2 * MB * F) ** (1 / 3)
    momentum = np.sqrt(2 * MB * F * distance)
    return (V0 - E) / F + distance, 1j * momentum - 1 / (4 * distance)


# Worked example and exact ramp formula against direct integration
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
field_v_nm = physical_constants["atomic unit of electric field"][0] * 1e-9
z0, gamma, zeta, rho = barrier_numbers(E0, F0)
phi = V0 - E0
P, a = prefactor(rho), first_coefficient(rho)
T = ramp_exact(E0, F0)
bare = np.exp(-2 * zeta)
print(f"V0 = {V0} Ha, E = {E0} Ha, F = {F0} Ha/bohr")
print(f"masses m_e = {ME}, m_b = {MB}, m_c = {MC} (electron masses)")
print(f"phi = {phi:.4f} Ha = {phi * hartree_ev:.3f} eV")
print(f"field = {F0 * field_v_nm:.4f} V/nm")
print(f"turning point = {phi / F0:.2f} bohr = {phi / F0 * bohr_nm:.3f} nm")
print(f"k = {np.sqrt(2 * ME * E0):.5f}, kappa = {np.sqrt(2 * MB * phi):.5f} 1/bohr")
print(f"alpha = {(2 * MB * F0) ** (1 / 3):.5f} 1/bohr, z0 = {z0:.4f}")
print(f"gamma = {gamma:.5f}, rho = {rho:.4f}, 2 zeta = {2 * zeta:.4f}")
print(f"P = {P:.4f}, a = {a:.5f}, 1 - a/zeta = {1 - a / zeta:.5f}")
print(f"bare exponential = {bare:.5e}")
print(f"P * exponential = {P * bare:.5e}")
print(f"with first correction = {P * bare * (1 - a / zeta):.5e}")
x_far, log_far = outgoing_ramp(E0, F0, 60.0)
T_ode = integrate_transmission(lambda x: V0 - F0 * x, E0, x_far, log_far, 0.0, ME)
print(f"exact T (Airy) = {T:.5e}, direct integration = {T_ode:.5e}")
print(f"exact T / bare exponential = {T / bare:.4f}")

print("E (Ha), P, bare exponential, exact T, exact/bare:")
for E in (0.0001, 0.001, 0.01, 0.03, 0.06):
    _, _, ze, rh = barrier_numbers(E, F0)
    exact, expo, pre = ramp_exact(E, F0), np.exp(-2 * ze), prefactor(rh)
    x_far, log_far = outgoing_ramp(E, F0, 60.0)
    direct = integrate_transmission(lambda x: V0 - F0 * x, E, x_far,
                                    log_far, 0.0, ME)
    # the semiclassical starting slope is good to about 1e-6
    assert abs(direct / exact - 1) < 1e-5
    assert abs(exact / (pre * expo) - 1) < 0.02
    corrected = pre * expo * (1 - first_coefficient(rh) / ze)
    assert abs(exact / corrected - 1) < 2e-3
    print(f"  {E:.4f}  {pre:.4f}  {expo:.4e}  {exact:.4e}  {exact / expo:.4f}")

# Remainder after the first correction must fall as 1/zeta^2
mp.mp.dps = 40


def expansion_remainder(ze):
    ze, r = mp.mpf(ze), mp.mpf(rho)
    z = (ze * 3 / 2) ** (mp.mpf(2) / 3)
    g = r / mp.sqrt(z)
    values = mp.airyai(z) ** 2 + mp.airybi(z) ** 2
    slopes = mp.airyai(z, derivative=1) ** 2 + mp.airybi(z, derivative=1) ** 2
    exact = 4 / (2 + mp.pi * values / g + mp.pi * g * slopes)
    scaled = exact * mp.exp(2 * ze) * (1 + r**2) / (4 * r)
    return scaled - 1 + (5 - 7 * r**2) / (36 * (1 + r**2)) / ze


fall = float(expansion_remainder(40) / expansion_remainder(80))
print(f"remainder ratio, zeta 40 to 80 = {fall:.3f}")
assert 3.6 < fall < 4.4

# Threshold law, accidental agreement, and the plot of ln T against 1/F
threshold = ramp_exact(1e-6, F0) / ramp_exact(1e-8, F0)
print(f"T(E=1e-6 Ha)/T(E=1e-8 Ha) = {threshold:.4f}")
assert abs(threshold / 10 - 1) < 1e-3
cross_exact = brentq(lambda E: ramp_exact(E, F0)
                     * np.exp(2 * barrier_numbers(E, F0)[2]) - 1, 1e-3, 0.02)
ratio = ME / MB
cross_formula = V0 * ratio / (ratio + (2 + np.sqrt(3)) ** 2)
print(f"bare form right at E = {cross_exact:.5f} Ha, from P=1: {cross_formula:.5f} Ha")
assert abs(cross_exact / cross_formula - 1) < 0.05
inverse_fields = np.linspace(1 / 0.0025, 1 / 0.0015, 21)
logs = np.log([ramp_exact(E0, 1 / u) for u in inverse_fields])
slope, intercept = np.polyfit(inverse_fields, logs, 1)
slope_wkb = -4 * np.sqrt(2 * MB) * phi**1.5 / 3
print("fit of ln T against 1/F, F from 0.0015 to 0.0025 Ha/bohr:")
print(f"  slope = {slope:.6f}, WKB slope = {slope_wkb:.6f} Ha/bohr")
print(f"  exp(intercept) = {np.exp(intercept):.4f}, P = {P:.4f}")
assert abs(slope / slope_wkb - 1) < 2e-3
assert abs(np.exp(intercept) / P - 1) < 0.05

# Finite film beyond the turning point: exact, integrated and factorised
print("d (bohr), sigma, G, oscillating form, exact film T:")
for d in (90.0, 100.0, 110.0, 120.0, 130.0):
    zd, gc, kc = collector_numbers(E0, F0, d)
    film, G = film_exact(z0, gamma, zd, gc), collector_factor(zd, gc)
    direct = integrate_transmission(lambda x: V0 - F0 * x, E0, d,
                                    1j * kc * MB / MC, 0.0, ME)
    assert abs(direct / film - 1) < 1e-6
    assert abs(film / (T * G) - 1) < 1e-7
    sigma = np.sqrt(MC * (F0 * d - phi) / (MB * (E0 + F0 * d)))
    theta = 2 / 3 * (-zd) ** 1.5 + np.pi / 4
    wave = 1 / (sigma * np.cos(theta) ** 2 + np.sin(theta) ** 2 / sigma)
    assert abs(wave / G - 1) < 0.05
    print(f"  {d:.0f}  {sigma:.4f}  {G:.4f}  {wave:.4f}  {film:.4e}")

# Uniform average over one phase period at fixed speed ratio
sigma_fixed = 0.5
phases = 60 + np.pi * np.arange(400) / 400
depths = (1.5 * phases) ** (2 / 3)
relative = film_exact(z0, gamma, -depths, sigma_fixed / np.sqrt(depths)) / T
print(f"speed ratio {sigma_fixed}: film/ramp min {relative.min():.4f}, "
      f"max {relative.max():.4f}, mean {relative.mean():.5f}")
assert abs(relative.mean() - 1) < 5e-3
assert abs(relative.min() / sigma_fixed - 1) < 0.01
assert abs(relative.max() * sigma_fixed - 1) < 0.01

# Film ending before the turning point: one factor for each abrupt edge
F_low, d_low = 0.0005, 100.0
z_low, g_low, ze_low, rho_low = barrier_numbers(E0, F_low)
zd, gc, kc = collector_numbers(E0, F_low, d_low)
film = film_exact(z_low, g_low, zd, gc)
direct = integrate_transmission(lambda x: V0 - F_low * x, E0, d_low,
                                1j * kc * MB / MC, 0.0, ME)
assert abs(direct / film - 1) < 1e-6
rho_c = np.sqrt(MC * (phi - F_low * d_low) / (MB * (E0 + F_low * d_low)))
P_low, P_c = prefactor(rho_low), prefactor(rho_c)
expo = np.exp(-2 * (ze_low - 2 / 3 * zd**1.5))
print(f"direct tunnelling: F = {F_low} Ha/bohr, d = {d_low:.0f} bohr")
print(f"  P = {P_low:.4f}, P_c = {P_c:.4f}, product = {P_low * P_c:.4f}")
print(f"  bare = {expo:.4e}, exact T = {film:.4e}, exact/bare = {film / expo:.4f}")
assert abs(film / (P_low * P_c * expo) - 1) < 0.02

# Smoothing the entrance removes the prefactor (mass m_b everywhere)
E_s, F_s = 0.06, 0.0005
abrupt = 4 * np.sqrt(E_s * (V0 - E_s)) / V0
print(f"smoothed entrance: E = {E_s} Ha, F = {F_s} Ha/bohr, mass {MB}")
print(f"  abrupt-edge P = {abrupt:.4f}; width w (bohr), T/exp(-2S):")
smooth_ratios = []
for width in (0.1, 1.0, 4.0, 16.0):
    def smooth(x, w=width):
        return (V0 - F_s * x) * expit(x / w)

    def decay(x):
        return np.sqrt(2 * MB * max(smooth(x) - E_s, 0.0))

    middle = 3 * width
    left = brentq(lambda x: smooth(x) - E_s, -20 * width, middle)
    right = brentq(lambda x: smooth(x) - E_s, middle, 300.0)
    action = (quad(decay, left, middle, limit=200)[0]
              + quad(decay, middle, right, limit=200)[0])
    x_far, log_far = outgoing_ramp(E_s, F_s, 40.0)
    T_smooth = integrate_transmission(smooth, E_s, x_far, log_far,
                                      -30 * width, MB)
    smooth_ratios.append(T_smooth * np.exp(2 * action))
    print(f"  {width:.1f}  {smooth_ratios[-1]:.4f}")
assert abs(smooth_ratios[0] / abrupt - 1) < 0.08
assert abs(smooth_ratios[-1] - 1) < 0.05

print("all good")
```

Running it gives:

```
V0 = 0.12 Ha, E = 0.01 Ha, F = 0.002 Ha/bohr
masses m_e = 0.3, m_b = 0.5, m_c = 0.3 (electron masses)
phi = 0.1100 Ha = 2.993 eV
field = 1.0284 V/nm
turning point = 55.00 bohr = 2.910 nm
k = 0.07746, kappa = 0.33166 1/bohr
alpha = 0.12599 1/bohr, z0 = 6.9296
gamma = 0.97593, rho = 2.5690, 2 zeta = 24.3219
P = 1.3521, a = -0.15058, 1 - a/zeta = 1.01238
bare exponential = 2.73607e-11
P * exponential = 3.69952e-11
with first correction = 3.74533e-11
exact T (Airy) = 3.74751e-11, direct integration = 3.74751e-11
exact T / bare exponential = 1.3697
E (Ha), P, bare exponential, exact T, exact/bare:
  0.0001  0.1489  9.5394e-13  1.4415e-13  0.1511
  0.0010  0.4668  1.3020e-12  6.1665e-13  0.4736
  0.0100  1.3521  2.7361e-11  3.7475e-11  1.3697
  0.0300  1.9166  1.5230e-08  2.9446e-08  1.9334
  0.0600  1.9365  5.5565e-05  1.0717e-04  1.9287
remainder ratio, zeta 40 to 80 = 4.050
T(E=1e-6 Ha)/T(E=1e-8 Ha) = 10.0033
bare form right at E = 0.00481 Ha, from P=1: 0.00496 Ha
fit of ln T against 1/F, F from 0.0015 to 0.0025 Ha/bohr:
  slope = -0.048668, WKB slope = -0.048644 Ha/bohr
  exp(intercept) = 1.3870, P = 1.3521
d (bohr), sigma, G, oscillating form, exact film T:
  90  0.4702  0.9198  0.8943  3.4468e-11
  100  0.5071  1.4787  1.4504  5.5414e-11
  110  0.5357  1.4109  1.3912  5.2875e-11
  120  0.5586  0.9432  0.9332  3.5346e-11
  130  0.5774  0.6079  0.6061  2.2783e-11
speed ratio 0.5: film/ramp min 0.5000, max 2.0000, mean 0.99999
direct tunnelling: F = 0.0005 Ha/bohr, d = 100 bohr
  P = 1.3521, P_c = 1.9365, product = 2.6184
  bare = 5.8790e-26, exact T = 1.5452e-25, exact/bare = 2.6283
smoothed entrance: E = 0.06 Ha, F = 0.0005 Ha/bohr, mass 0.5
  abrupt-edge P = 2.0000; width w (bohr), T/exp(-2S):
  0.1  1.9188
  1.0  1.4093
  4.0  1.0952
  16.0  1.0277
all good
```
